# Loss Tangent of a Porous Low-k Film in Maxwell Garnett Theory

## Problem

An interlayer dielectric consists of a weakly lossy solid skeleton containing closed, dry air pores. The relative permittivity of the skeleton is

$$\varepsilon_s=k(1-it),\qquad k=2.8,\qquad t\ll 1,$$

where $t$ is its loss tangent. Fields vary in time as $e^{+i\omega t'}$, with $t'$ the time, so a passive lossy material has a negative imaginary part of the permittivity. We write $\varepsilon=\varepsilon'-i\varepsilon''$. The pores are spherical, have relative permittivity 1 and no loss, and fill the fraction $f=0.30$ of the film volume. The skeleton is the same material with and without pores, and all lengths in the structure are far below the wavelength.

(a) Derive the Maxwell Garnett permittivity $\varepsilon_{\rm eff}$ of the film and the field inside a pore.

(b) For weak loss, find the ratio $R$ of the film's loss tangent to the skeleton's in closed form, and examine its limits.

(c) Show that $R\approx0.81$ for the given film. Find its loss tangent for $t=0.005$.

(d) Explain the result through the electric energy. Does the porous film dissipate less than a dense film of the same thickness when the field is held fixed? And when the charge on the electrodes is held fixed?

(e) Estimate how pore shape, pore arrangement, damaged pore walls and moisture change the answer.

## Solution

### (a) Permittivity and pore field

Take as the model cell a sphere of unit radius: an air core of radius $a$, with $a^3=f$, surrounded by a skeleton shell. Place it in a uniform medium of permittivity $\varepsilon_{\rm eff}$ carrying a unit field along $z$. We choose $\varepsilon_{\rm eff}$ so that the cell leaves the outside field undisturbed. The medium can then be replaced by more such cells, of all sizes but the same $f$, without changing the field in any of them. A film filled in this way has the permittivity $\varepsilon_{\rm eff}$.

In the quasi-static limit the potential obeys Laplace's equation in each region. With the angular dependence of the applied field, the solutions are

$$\phi_{\rm core}=-Ar\cos\theta,\qquad
\phi_{\rm shell}=-\left(Br+\frac{C}{r^2}\right)\cos\theta,\qquad
\phi_{\rm out}=-r\cos\theta .$$

The core has no $1/r^2$ term because the potential is finite at the centre. The outside has none because we demand an undisturbed field. The potential and the normal displacement $-\varepsilon\,\partial\phi/\partial r$ (in units of $\varepsilon_0$) are continuous. At $r=a$ this gives

$$A=B+\frac Cf,\qquad A=\varepsilon_s\left(B-\frac{2C}{f}\right),$$

and at $r=1$

$$B+C=1,\qquad \varepsilon_s(B-2C)=\varepsilon_{\rm eff}.$$

The first equation gives $C/f=A-B$. Inserted in the second, it yields $A=\varepsilon_s(3B-2A)$, hence

$$B=\frac{1+2\varepsilon_s}{3\varepsilon_s}A,\qquad
C=f(A-B)=\frac{f(\varepsilon_s-1)}{3\varepsilon_s}A .$$

The condition $B+C=1$ now fixes the pore field. Since $1+2\varepsilon_s+f(\varepsilon_s-1)=1-f+(2+f)\varepsilon_s$,

$$A=\frac{3\varepsilon_s}{1-f+(2+f)\varepsilon_s}.$$

The last condition gives

$$\varepsilon_{\rm eff}=\varepsilon_s\,\frac{1+2\varepsilon_s-2f(\varepsilon_s-1)}{3\varepsilon_s}\,A
=\varepsilon_s\,\frac{1+2f+2(1-f)\varepsilon_s}{1-f+(2+f)\varepsilon_s}.$$

To recognize the usual form, call the last numerator $\mathcal N$ and the denominator $\mathcal D$. Then $\mathcal N-\mathcal D=3f(1-\varepsilon_s)$ and $\mathcal N+2\mathcal D=3(1+2\varepsilon_s)$, so that

$$\frac{\varepsilon_{\rm eff}-\varepsilon_s}{\varepsilon_{\rm eff}+2\varepsilon_s}
=f\,\frac{1-\varepsilon_s}{1+2\varepsilon_s}.$$

This is the Maxwell Garnett equation with the skeleton as host.

### (b) Weak loss

Write $\varepsilon_{\rm eff}=F(\varepsilon_s)$. The function $F$ is real for a real argument. A Taylor expansion about $k$ gives

$$F(k-ikt)=F(k)-ikt\,F'(k)-\tfrac12k^2t^2F''(k)+O(t^3).$$

The second-order term is real, so the first correction to the imaginary part is of order $t^3$. The film's loss tangent is therefore

$$t_f=\frac{\varepsilon''_{\rm eff}}{\varepsilon'_{\rm eff}}=Rt\,[1+O(t^2)],\qquad
R=\frac{kF'(k)}{F(k)}=\left.\frac{d\ln F}{d\ln\varepsilon_s}\right|_{k}.$$

Define the real numbers

$$N=1+2f+2(1-f)k,\qquad D=1-f+(2+f)k .$$

Since $\ln F(k)=\ln k+\ln N-\ln D$,

$$R=1+k\left[\frac{2(1-f)}N-\frac{2+f}D\right]
=1+k\,\frac{2(1-f)D-(2+f)N}{ND}.$$

In the numerator the terms proportional to $k$ are $2(1-f)(2+f)k$ and its negative, and they cancel. What remains is

$$2(1-f)^2-(2+f)(1+2f)=(2-4f+2f^2)-(2+5f+2f^2)=-9f.$$

Therefore

$$\boxed{R=1-\frac{9fk}{ND}}$$

The limits show what controls the ratio:

- For few pores, $N$ and $D$ both tend to $1+2k$, and $R\simeq1-9fk/(1+2k)^2$.
- For $k\to1$, $N=D=3$ and $R\to1-f$. The field is then uniform, and removing material simply dilutes the loss.
- For $k\to\infty$ at fixed $f<1$, the product $ND$ grows as $k^2$ and $R\to1$. Both parts of the film permittivity then scale with the skeleton's.
- For $f\to1$ at fixed $k$, $N\to3$ and $D\to3k$, so $R\to0$.

### (c) The numbers

For $k=2.8$ and $f=0.30$,

$$N=1+0.60+2(0.70)(2.8)=5.52,\qquad D=0.70+2.30(2.8)=7.14,$$

$$R=1-\frac{9(0.30)(2.8)}{5.52\times7.14}=1-\frac{7.56}{39.41}=0.808\approx0.81 .$$

The film permittivity is $2.8\times5.52/7.14=2.165$. With $t=0.005$ the film's loss tangent is $0.808\times0.005=0.00404$. At this $t$, evaluating the complex formula without expansion changes $R$ by about $-8\times10^{-7}$, so the weak-loss step costs nothing here.

### (d) Where the energy sits

Consider the integral of $\mathbf E^*\cdot\mathbf D$ over the model cell, of volume $V=4\pi/3$. With $\mathbf E=-\nabla\phi$ and $\nabla\cdot\mathbf D=0$, it becomes a surface integral. The inner interface contributes nothing, because $\phi$ and the normal component of $\mathbf D$ are continuous there. On the outer surface $\phi^*=-\cos\theta$ and $D_r=\varepsilon_{\rm eff}\cos\theta$, so

$$\int_V\varepsilon|\mathbf E|^2dV=-\oint\phi^*D_r\,dS
=\varepsilon_{\rm eff}\oint\cos^2\theta\,dS=\varepsilon_{\rm eff}V .$$

Define $W_s$ and $W_p$ as the integrals of $\varepsilon'|\mathbf E|^2$ over skeleton and pore, each divided by $V$. The real and imaginary parts of the identity are

$$\varepsilon'_{\rm eff}=W_s+W_p,\qquad \varepsilon''_{\rm eff}=t\,W_s,$$

and their quotient is

$$\frac{t_f}{t}=\frac{W_s}{W_s+W_p}.$$

If dispersion of $\varepsilon'$ is neglected, $\varepsilon'|\mathbf E|^2$ is proportional to the stored electric energy density. The ratio of loss tangents is then the skeleton's share of the stored energy. This relation did not require small $t$, provided the fields are those of the lossy cell.

The pore field is uniform, so $W_p=f|A|^2$. At weak loss $A=3k/D$ and $\varepsilon'_{\rm eff}=kN/D$, which gives

$$\frac{W_p}{W_s+W_p}=f\,\frac{9k^2}{D^2}\,\frac{D}{kN}=\frac{9fk}{ND}.$$

This recovers the result of part (b) by a separate argument. Numerically $A=8.4/7.14=1.176$: the field in a pore is about 18 percent above the mean field. The pores hold $0.30\times1.176^2/2.165=0.192$ of the energy and the skeleton the remaining 0.808. Integrating the field energy over pore and shell by numerical quadrature, with the coefficients found from the boundary conditions for $t=0.005$, also gives shares of 0.192 and 0.808.

The pores occupy 30 percent of the volume but hold 19 percent of the energy. Their permittivity is lower by a factor 2.8, and the enhanced field makes up part of that difference. This is why $R$ lies above the dilution value 0.70.

**Fixed field.** The time-averaged dissipation per volume is $\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2$ for a peak field $\mathbf E$. At the same mean field, frequency and thickness, the films therefore compare as their $\varepsilon''$:

$$\frac{\varepsilon''_{\rm eff}}{\varepsilon''_s}=\frac{0.008747}{0.014000}=0.625=R\,\frac{2.165}{2.8}.$$

The porous film dissipates about 38 percent less. The reduction exceeds that of the loss tangent because the stored energy has fallen too.

**Fixed charge.** Now the mean displacement is the same in both films, and the mean field is inversely proportional to the permittivity. To leading order in $t$ the dissipation is proportional to $\varepsilon''/\varepsilon'^2=(\varepsilon''/\varepsilon')/\varepsilon'$, and the ratio of porous to dense film is

$$R\,\frac{2.8}{2.165}=0.808\times1.293=1.045 .$$

In the Maxwell Garnett model with spherical pores, the porous film dissipates about 4 to 5 percent more. This small excess depends on the mixing model and on the pore shape. Bruggeman's mixture of part (e) gives between 2 and 3 percent. The spheroid formula there gives about 1 percent for pores flattened 2:1 along the field, and a reduction once the flattening exceeds about 2.2:1. If the flattened pores are arranged isotropically, the reduction already sets in near 1.8:1, so at 2:1 even the sign depends on the arrangement. A lower loss tangent means less loss per stored energy; whether it also means less heat depends on what the circuit holds fixed.

### (e) What the simple picture leaves out

**Pore shape.** Let the pores be aligned spheroids with depolarization factor $L$ along the field. A spheroid in a uniform surrounding field $E_h$ has a uniform inner field $E_p$ given by

$$E_p=E_h-L\,\frac{1-\varepsilon_s}{\varepsilon_s}E_p .$$

In the Maxwell Garnett approximation $E_h$ is the mean field in the skeleton. The mean field in the film is then

$$\langle E\rangle=fE_p+(1-f)E_h
=E_p\left[1+(1-f)L\,\frac{1-\varepsilon_s}{\varepsilon_s}\right].$$

The mean displacement is $\varepsilon_s\langle E\rangle+f(1-\varepsilon_s)E_p$. Dividing by $\langle E\rangle$,

$$\varepsilon_{\rm eff}=\varepsilon_s+\frac{f\varepsilon_s(1-\varepsilon_s)}{\varepsilon_s+(1-f)L(1-\varepsilon_s)} .$$

For $L=1/3$ this is the formula of part (a). The values $L=0$ and $L=1$ describe flat layers along and across the field. Their ratios follow directly from capacitors in parallel and in series:

$$R_{L=0}=\frac{0.70\times2.8}{0.70\times2.8+0.30}=0.867,\qquad
R_{L=1}=\frac{0.70/2.8}{0.70/2.8+0.30}=0.455 .$$

Pores flattened 2:1 along the field have $L=0.527$ and give $R=0.754$. Pores elongated 2:1 along the field have $L=0.174$ and give $R=0.841$. These two values are not fixed by the shape alone: the formula corresponds to an arrangement of pores distorted in the same way as the pores. If their centres stay isotropically distributed, $(1-f)L$ is replaced by $L-f/3$, which gives $R=0.72$ for the flattened and $R=0.85$ for the elongated pores. At fixed porosity, a film whose pores have partly collapsed along its normal thus has a lower loss tangent for a vertical field than the spherical model predicts.

**Pore arrangement.** The cell of part (a) fills space with spheres of all sizes, which is not how a real film looks. As a test on another geometry, Laplace's equation was solved by finite volumes for equal spherical pores on a simple cubic lattice, with the same $k$, $t$ and $f$ and $24^3$ grid cells in one octant of the unit cell. The solution gives a film permittivity of 2.160 and $R=0.804$. Both agree with Maxwell Garnett within the 1 percent allowed for the grid. The grid makes each number too low by about 0.003, which is most of the difference, so the small differences should not be read as an effect of the lattice.

Bruggeman's mixture treats air and skeleton on an equal footing, with neither as host. Its permittivity $x$ solves

$$(1-f)\frac{\varepsilon_s-x}{\varepsilon_s+2x}+f\,\frac{1-x}{1+2x}=0,$$

which gives a film permittivity of 2.143 and $R=0.784$. The change of 0.024 in $R$ indicates the sensitivity to the assumption of isolated pores; it is not an error bar.

**Damaged pore walls.** Suppose the pore radius is 1 nm and a wall layer 0.2 nm thick has twice the skeleton's loss tangent but the same $k$. Pore and layer together fill $0.30\times1.2^3=0.518$ of the film, so the layer takes up $0.218/0.70=31$ percent of the skeleton volume. The film's loss tangent becomes $1.07\,t$. If damage also raises the permittivity of the wall while its loss tangent stays at twice the skeleton's, this ratio increases further: a wall permittivity of 4 gives about 1.14. A thin layer of altered material can thus cancel the reduction in loss tangent, because at this pore size it is a large part of the solid. At fixed field, the film with the 1.07 ratio still dissipates about 17 percent less than an undamaged dense film, since its permittivity is lower.

**Moisture.** Let water fill 1 percent of the pore volume, which is 0.3 percent of the film. At 10 GHz a rough Debye model of free water gives $\varepsilon_w=63.4-31.2i$. Two arrangements of the same amount of water give very different results:

- As a continuous film on the pore walls, it raises the film's loss tangent to 0.038, or $7.6\,t$, and the film permittivity to 2.33.
- As small separate droplets inside the pores, it gives 0.00413, or $0.83\,t$, close to the dry value.

The field inside the water explains the difference. Along a wall film the tangential field is continuous, so the water feels nearly the tangential part of the pore field, whose mean square over the sphere is $\tfrac23A^2$. The added $\varepsilon''$ is then about

$$0.003\times31.2\times\tfrac23\times1.176^2\approx0.086,$$

roughly ten times the dry film's 0.0087. The full solution of the layered cell gives an added 0.080. In a spherical droplet the field is reduced by the factor $|3/(\varepsilon_w+2)|\approx0.04$, and its square suppresses the loss.

Neither case is a prediction for a real pore. The continuous film would be 0.0033 nm thick, far thinner than a molecule, the droplets would share between one and two molecules per pore, and water bound to a surface need not relax like free water. The estimates show that the amount of water alone does not determine the loss, and that $R\approx0.81$ presupposes dry pores.

**Wavelength.** At 10 GHz the wavenumber in the skeleton times the pore radius is $3.5\times10^{-7}$, so the quasi-static treatment is amply justified.

### The model and a real film

The parameters resemble a porous organosilicate interlayer dielectric. A skeleton permittivity near 2.8 and pores about a nanometre in radius are rough typical values; 30 percent porosity is substantial but within the range of such films. At this porosity the pores of a real film are often connected, whereas the model takes them as closed. The loss tangent of 0.005 is a round, rough choice, and $R$ does not depend on it while it remains small. At this pore size a continuum permittivity with a sharp wall is itself an idealization.

Real films can depart seriously from the model where processing alters the pore walls or lets in moisture. In the estimates above, the first moves the ratio from 0.81 to 1.07 and the second to 0.83 or to 7.6 in the two arrangements of water considered. The two water ratios hold for $t=0.005$; unlike $R$, they depend on $t$, because the loss in the water does not scale with that of the skeleton. The dry value therefore suits a sealed, undamaged film with separate, roughly spherical pores. For such a film, the cubic arrangement or Bruggeman's mixture moves the ratio by less than 0.03, and a 2:1 distortion of the pores moves it by up to about 0.09, depending on how the pores are arranged; the layer limits $L=0$ and $L=1$ lie outside this description.

## Table of computed values

```
skeleton k: 2.80 (no unit)
pore volume fraction f: 0.30 (no unit)
skeleton loss tangent t: 0.0050 (no unit)
frequency: 10.0 GHz
pore radius: 1.0 nm
N: 5.5200 (no unit)
D: 7.1400 (no unit)
film k: 2.1647 (no unit)
R, closed form: 0.80818 (no unit)
film loss tangent: 0.004041 (no unit)
R at the finite t, minus closed form: -8.04e-07 (no unit)
pore field / applied field: 1.1765 (no unit)
pore share of field energy: 0.19182 (no unit)
skeleton share of field energy: 0.80818 (no unit)
skeleton eps'': 0.014000 (no unit)
film eps'': 0.008747 (no unit)
film eps'' / skeleton eps'': 0.6248 (no unit)
cubic lattice, film k: 2.1599 (no unit)
cubic lattice, R: 0.8037 (no unit)
Bruggeman, film k: 2.1432 (no unit)
Bruggeman, R: 0.7843 (no unit)
flattened 2:1 pores, depolarization factor: 0.5272 (no unit)
flattened 2:1 pores, film k: 2.0920 (no unit)
flattened 2:1 pores, R: 0.7535 (no unit)
elongated 2:1 pores, depolarization factor: 0.1736 (no unit)
elongated 2:1 pores, film k: 2.2143 (no unit)
elongated 2:1 pores, R: 0.8406 (no unit)
layers normal to field, R: 0.4545 (no unit)
layers along field, R: 0.8673 (no unit)
lossy wall thickness: 0.2 nm
lossy wall, film tangent / t: 1.0703 (no unit)
water share of pore volume: 1.0 percent
water eps' (rough Debye model): 63.4 (no unit)
water eps'' (rough Debye model): 31.2 (no unit)
equivalent water film thickness: 0.0033 nm
water as wall film, film k: 2.3338 (no unit)
water as wall film, film loss tangent: 0.0380 (no unit)
water as wall film, film tangent / t: 7.61 (no unit)
water as droplets, film loss tangent: 0.004127 (no unit)
water as droplets, film tangent / t: 0.8255 (no unit)
pore size parameter (wavenumber x radius): 3.51e-07 (no unit)
```
